Nara-screened donor potential in silicon: a Coulomb tail plus three exponentials

If a donor in silicon is given the potential of a point charge divided by the static dielectric constant, the field close to the donor is badly wrong. With the silicon parameters used below, that rule puts an electron 0.05 nm from the donor at −2.5 eV, while wavevector-dependent screening gives −15.0 eV. The error reaches the bound state, because the six conduction-band valleys are coupled by the short-wavelength part of the potential. For the donor worked out below, static screening gives a valley-coupling shift of −0.9 meV and wavevector-dependent screening gives −5.2 meV. The remedy is a potential that knows how screening fails at short distance, in a form simple enough to integrate by hand.

The model and the result

The donor is a fixed point charge +e. The valence electrons respond linearly and statically, and their response is taken as isotropic: a disturbance of wavevector q produces a response at the same q only, dependent on its magnitude alone. Nara's form for silicon is

1/ε(q) = A q²/(q²+α²) + (1−A) q²/(q²+β²) + (1/κ) γ²/(q²+γ²).   (1)

Here κ = ε(0), A is a pure number, and α, β, γ are inverse lengths. At q = 0 only the last term survives, so ε = κ. As q → ∞ the first two terms add to A + (1−A) = 1 and the last vanishes, so very short waves are unscreened.

With k = e²/(4πε_vac) = 1.43996 eV nm, the potential energy of an electron at r > 0 is

U(r) = −(k/κr) [1 + κA e^(−αr) + κ(1−A) e^(−βr) − e^(−γr)].   (2)

The 1 in the bracket is the static Coulomb tail. A shorthand covers the rest: let the index i run over three terms with

c₁ = A, c₂ = 1−A, c₃ = −1/κ;   μ₁ = α, μ₂ = β, μ₃ = γ.

Then Σcᵢ = 1 − 1/κ, and (2) reads

U(r) = −k [1/(κr) + Σ cᵢ e^(−μᵢr)/r].   (3)

First derivation: inverting the Fourier transform

The convention is U(r) = ∫d³q/(2π)³ e^(iq·r) U(q). The bare energy −k/r has the transform −4πk/q², and linear screening divides it by ε(q):

U(q) = −4πk/[q² ε(q)].   (4)

Divide (1) by q². In the first two terms q² cancels, leaving A/(q²+α²) and (1−A)/(q²+β²). The third is split by writing γ² = (q²+γ²) − q² in its numerator:

γ²/[q²(q²+γ²)] = 1/q² − 1/(q²+γ²).

Therefore

1/[q² ε(q)] = 1/(κq²) + Σ cᵢ/(q²+μᵢ²).   (5)

The minus sign of c₃ comes from this splitting. One transform is now needed, that of 4π/(q²+μ²). Call it Y(r), and let t be the cosine of the angle between q and r. The azimuthal integral gives 2π, and

∫₋₁¹ e^(iqrt) dt = 2 sin(qr)/(qr).

Collecting factors, (1/8π³)·2π·4π·2 = 2/π, so

Y(r) = (2/πr) ∫₀^∞ q sin(qr)/(q²+μ²) dq.

The integrand is even in q. Extending the range to the whole line and halving gives

Y(r) = (1/πr) Im ∫₋∞^∞ q e^(iqr)/(q²+μ²) dq.

For r > 0 the contour can be closed in the upper half-plane, where e^(iqr) decays; the large arc contributes nothing because q/(q²+μ²) tends to zero there (Jordan's lemma). The enclosed pole is at q = iμ, with residue

iμ e^(−μr)/(2iμ) = e^(−μr)/2.

Multiplying by 2πi gives iπ e^(−μr), whose imaginary part is π e^(−μr). Hence

4π/(q²+μ²) → Y(r) = e^(−μr)/r.   (6)

The Coulomb term has μ = 0, which puts the pole on the real axis. There the radial integral is ∫₀^∞ sin(qr)/q dq = π/2, so Y = 1/r, in agreement with the limit μ → 0⁺ of (6). Multiplying (5) by −4πk and transforming term by term gives (3), and so (2).

The same angular integration applied to (4) before any splitting gives

U(r) = −(2k/πr) ∫₀^∞ sin(qr)/[q ε(q)] dq.

This integral was evaluated numerically with (1) inserted, at seven radii from 0.05 to 2 nm. It agrees with (2) to a largest relative difference of 1.3×10⁻¹².

Second derivation: charge, Gauss's law and work

The second route finds the electrons that gather round the donor and computes the work done against their field. Let n(r) be the induced electron number density, so that the total charge density in units of e is δ(r) − n(r). Poisson's equation in q-space says that this charge, transformed, equals 1/ε(q). Thus n(q) = 1 − 1/ε(q). Using

q²/(q²+μ²) = 1 − μ²/(q²+μ²)

in the first two terms of (1), the constants A and 1−A add to 1 and cancel, leaving

n(q) = Σ cᵢμᵢ²/(q²+μᵢ²).   (7)

Since q² stands for −∇², each term is cᵢμᵢ² gᵢ(r), where g obeys

(−∇² + μ²) g = δ(r).

No Fourier integral is needed to solve this. Away from the origin, spherical symmetry turns it into (rg)″ = μ²(rg). The growing solution is excluded because the induced charge must die away, so g = C e^(−μr)/r. Integrate the equation over a small sphere. The term μ²g contributes nothing as the radius shrinks, and the outward flux of −∇g is −4πr²g′ → 4πC. This must equal 1, so C = 1/4π and

n(r) = Σ cᵢμᵢ² e^(−μᵢr)/(4πr).   (8)

The number of induced electrons inside radius r is ∫₀^r 4πs² n(s) ds. With

∫₀^r s e^(−μs) ds = [1 − (1+μr)e^(−μr)]/μ²,

it equals Σcᵢ[1 − (1+μᵢr)e^(−μᵢr)]. Subtracting it from the donor's unit charge, and using 1 − Σcᵢ = 1/κ, gives the enclosed charge in units of e:

Q(r) = 1/κ + Σ cᵢ(1+μᵢr) e^(−μᵢr).   (9)

Gauss's law gives dU/dr = kQ(r)/r², positive where the electron is attracted. With U = 0 at infinity,

U(r) = −k ∫_r^∞ Q(s)/s² ds.

The constant part of Q gives 1/(κr). For the rest,

d/ds [−e^(−μs)/s] = (1+μs) e^(−μs)/s²,

so each term integrates to e^(−μr)/r. The result is (3) again.

This route shows where the tail comes from. The net number of electrons gathered round the donor, counted out to large r, is 1 − 1/κ = 0.912, not one, so a charge of 0.088 e remains visible from far away. In a finite crystal the gathered electrons are missing at its distant surface.

What each derivation assumes

Both derivations assume a linear, static, isotropic response and a point donor, and both take (1) as given. They differ in what they need beyond that.

The Fourier route needs no picture of the charge. It needs the integral to converge, which it does only conditionally, and a meaning for the 1/q² singularity. The choice U(∞) = 0 is built in, since a constant added to U would be a delta function at q = 0. The route extends directly to an anisotropic ε(q), although (6) would then no longer suffice.

The charge route uses spherical symmetry twice, in the radial equation and in Gauss's law, and imposes two boundary conditions openly: decaying induced charge and zero energy at infinity. In return it yields n(r) and Q(r), by which the linear-response assumption can be judged.

Limits and a second case

Near the donor, expand e^(−μr) = 1 − μr + … in (3). The 1/r terms have the coefficient 1/κ + Σcᵢ = 1, so the bare charge reappears:

U(r) = −k/r + k Σcᵢμᵢ + O(r).   (10)

The constant is the repulsion that the induced electrons exert at the donor site.

A simple special case is A = 1 with γ = α. Then (2) becomes −(k/κr)[1 + (κ−1)e^(−αr)], in which the single length 1/α governs the passage from bare to screened. The passage is gradual: with κ = 11.4 the potential is still 4.8 times the static tail at r = 1/α, and it comes within 1% of that tail only beyond about 7/α.

Next take 0 ≤ A ≤ 1 with γ no smaller than α and β. The first two exponentials in the bracket of (2) then sum to at least κe^(−γr), which exceeds e^(−γr) because κ > 1. The potential is deeper than the static tail at every r. Silicon's parameters lie outside this case because A > 1, and the consequence is visible in the numbers.

Numbers for silicon

The following parameter set is taken as input: A = 1.175, κ = 11.4, and α, β, γ = 0.7572, 0.3123, 2.044 inverse Bohr radii. The lengths 1/α, 1/β, 1/γ are 0.0699, 0.1694 and 0.0259 nm. The bracket of (2) is

1 + 13.395 e^(−αr) − 1.995 e^(−βr) − e^(−γr).

Only the α term deepens the well. The β term is repulsive and has the longest range of the three exponentials. At r = 0.20 nm the bracket is

1 + 0.7657 − 0.6128 − 0.0004 = 1.1525,

and multiplying the static value −0.6316 eV by it gives U = −0.728 eV. Other radii compare as follows:

r = 0.10 nm: U = −3.885 eV, static −1.263 eV, ratio 3.08
r = 0.30 nm: U = −0.355 eV, static −0.421 eV, ratio 0.84
r = 0.50 nm: U = −0.229 eV, static −0.253 eV, ratio 0.91
r = 1.00 nm: U = −0.1256 eV, static −0.1263 eV, ratio 0.995

Beyond a certain radius the potential is therefore weaker than the static tail. Out there the γ term is negligible, and the ratio is 1 where 13.395 e^(−αr) = 1.995 e^(−βr):

r = ln[A/(A−1)]/(α−β) = 1.904/0.4449 = 4.28 Bohr radii = 0.2265 nm.

The ratio is smallest, 0.835, at 0.332 nm. Much farther out the β term alone remains, and it falls to 1% at r = 0.1694 nm × ln(199.5) = 0.90 nm. The static tail is good to 1% beyond that radius.

A weaker potential does not mean a repulsive force. By (9) the force follows Q(r), which dips below its final value 0.088 e to a minimum of 0.057 e at 0.437 nm. It stays positive, so the electron is attracted at every distance. The dip means that 0.943 induced electrons lie within 0.437 nm, and a slight depletion farther out brings the net number down to 0.912.

The constant in (10) is

1.43996 × (1.175/0.0699 − 0.175/0.1694 − 0.0877/0.0259) = 17.8 eV.

From valleys to a donor level

The following estimate uses rough silicon values: masses 0.19 and 0.92 mₑ across and along a valley axis, lattice constant 0.543 nm, and valleys at 0.85 of 2π/(lattice constant). An isotropic mass m* = 3/(2/0.19 + 1/0.92) = 0.258 mₑ gives a hydrogenic envelope

F²(r) = e^(−2r/a)/(πa³),

with a = 2.335 nm and a binding energy k/(2κa) = 27.0 meV in the static tail.

Multiplying F² by e^(−μr)/r gives another function of the same kind, with μ replaced by μ+2/a. Equation (6), read backwards, then gives

∫F² e^(iq·r) e^(−μr)/r d³r = (4/a³)/[q² + (μ+2/a)²].   (11)

Within one valley q = 0, and the first-order shift due to the three exponentials is

ΔE = −(4k/a³) Σ cᵢ/(μᵢ+2/a)² = −0.55 meV.

It is tempting to treat this correction as a contact term, F²(0) times its volume integral. Since ∫e^(−μr)/r d³r = 4π/μ², that integral is −4πkΣcᵢ/μᵢ². The sum is 2.049 − 1.794 − 0.021 = 0.234 square Bohr radii, which gives −0.01186 eV nm³. With F²(0) = 1/(πa³) = 0.0250 nm⁻³ the shift would be −0.30 meV, little more than half the value from (11). The cause is the near cancellation of the first two terms. The decay of the envelope divides them by (1+2/(aα))² = 1.12 and (1+2/(aβ))² = 1.31, so the repulsive term loses more and the sum rises to about 0.44.

Between valleys, q is the valley separation: 13.91 nm⁻¹ for valleys on perpendicular axes and 19.67 nm⁻¹ for opposite ones. There ε(q) is only 2.00 and 1.48. Equation (11), summed over all four terms of (3), gives M⊥ = −1.1 meV and M∥ = −0.8 meV. These values set the overlap of the Bloch functions to one and leave out couplings through reciprocal lattice vectors, so they are good to an order of magnitude only.

Each valley has four perpendicular neighbours and one opposite. The state with equal amplitudes in all six is therefore shifted by

4M⊥ + M∥ = −4.4 − 0.8 = −5.2 meV.

States odd between opposite valleys shift by −M∥. Even states whose three axis amplitudes sum to zero shift by M∥ − 2M⊥. Both shifts are positive here, so the symmetric state is the lowest. With κ in place of ε(q), and the same envelope, its shift would be −0.9 meV. The total is −27.0 − 0.6 − 5.2 = −32.8 meV. Both shifts are first order in a well that is electron-volts deep, and first order is not accurate here: solving the single-valley radial equation with (2) and the same mass gives −28.1 meV, an intravalley shift of −1.1 meV, twice the first-order value.

Where the model fails

Linear response requires n(r) to be small beside the mean valence density. The ratio of the two is 0.02 at 0.20 nm, 0.2 at 0.10 nm and 0.75 at 0.05 nm. The −15.0 eV at 0.05 nm is thus the model's value, at a radius where its central assumption is strained.

The fit has its own defect at short wavelengths. By (7), 1 − 1/ε falls as 1/q², which makes n(r) diverge as 1/r at the donor. Electrons struck by a very short wave respond as if free, with excitation energy ħ²q²/2mₑ. Their density response then falls as 1/q², and the Coulomb factor 4π/q² makes 1 − 1/ε fall as 1/q⁴, which leaves n(0) finite. At q = 3 inverse Bohr radii the fit gives 0.041, while an electron gas of silicon's mean valence density, in the random-phase approximation, gives 0.020. The divergence is an artefact of the fit.

The point charge fails inside the ion cores. For phosphorus, the potential of P⁵⁺ minus that of Si⁴⁺ should replace −k/r. Hartree–Fock densities of the free ions show that this removes 35% of the bare attraction at 0.02 nm, 4% at 0.05 nm and 0.02% at 0.10 nm. The estimate is purely electrostatic and omits exchange and the orthogonality of the donor electron to the core.

Beside a real donor

Phosphorus in silicon is bound by roughly 45 meV, against 32.8 meV here. The isotropic mass accounts for part of the gap. An ellipsoidal trial envelope with the two masses raises the static-tail binding from 27.0 to 31.2 meV and the density at the donor by a factor of 1.66. If the short-range shifts scale with that density, they grow from 5.7 to about 9.5 meV, and the total becomes about 41 meV. Letting the envelope contract does not settle the level. With the isotropic mass, shrinking it to 0.8a lowers the total energy from −32.8 to −36.5 meV, and the energy keeps falling, to about −45 meV at 0.5a and −210 meV at 0.2a. Over this range the short-range attraction grows almost as the inverse cube of the envelope radius and the kinetic energy only as the inverse square. The short-range part alone exceeds the kinetic energy only below about 0.18a; above that radius the fall is due to it and the Coulomb tail together. With unit Bloch overlaps the sum has no minimum near the hydrogenic radius, and the estimate is usable only with the envelope held fixed. This outcome depends on the overlaps: if the intervalley couplings are scaled by 0.7, a local minimum of −34.3 meV appears at 0.64a, and if they are halved, one of −31.5 meV at 0.78a. Given the unit Bloch overlaps, closeness to the measured level would not confirm the model. Nor can the model tell phosphorus from arsenic or antimony, since it gives all three the same point charge.

At 300 K two smaller changes enter. The dielectric constant is somewhat larger; an assumed value of 11.7 lowers the hydrogenic binding from 27.0 to 25.7 meV. Free carriers at 10¹⁵ cm⁻³ screen the tail over a Debye length λ = 128 nm. Expanding −(k/κr)e^(−r/λ) for r ≪ λ gives the static tail plus k/(κλ), which raises the level by 1.0 meV. The three core terms change negligibly at this density, since their ranges, all below 0.2 nm, are far shorter than λ. The full set of values is in the numerical output.

Numbers as computed

```
A = 1.175, kappa = 11.4 (dimensionless)
alpha, beta, gamma = 0.7572, 0.3123, 2.044 1/Bohr
screening lengths 1/alpha, 1/beta, 1/gamma = 0.0699, 0.1694, 0.0259 nm
bracket coefficients kappa*A, kappa*(1-A), -1 = 13.395, -1.995, -1.000
k = e^2/(4 pi eps_vac) = 1.43996 eV nm
r (nm) | U (eV) | static Coulomb (eV) | ratio
0.05 | -14.9544 | -2.5263 | 5.9196
0.10 | -3.8853 | -1.2631 | 3.0759
0.20 | -0.7279 | -0.6316 | 1.1525
0.30 | -0.3551 | -0.4210 | 0.8434
0.50 | -0.2289 | -0.2526 | 0.9061
1.00 | -0.1256 | -0.1263 | 0.9946
2.00 | -0.0632 | -0.0632 | 1.0000
bracket terms alpha, beta, gamma at 0.20 nm = 0.7657, -0.6128, -0.0004
largest relative transform error = 1.3e-12
core constant = 17.844 eV
crossing radius, ratio 1 = 0.2265 nm
smallest ratio = 0.8346 at 0.3318 nm
tail within 1% beyond = 0.897 nm
static charge 1/kappa = 0.0877 e
minimum enclosed charge = 0.0566 e at 0.4372 nm
total induced electron number = 0.9123
short-range volume integral = -0.01186 eV nm^3
rough masses m_t, m_l = 0.19, 0.92 m_e; mean 0.2583 m_e
rough lattice constant = 0.543 nm; valley at 0.85 of 2pi/a
envelope radius = 2.335 nm
hydrogenic binding = 27.04 meV
intravalley first-order shift = -0.552 meV
valley separations perp, opposite = 13.91, 19.67 1/nm
eps(q) at these separations = 1.999, 1.476
couplings M perp, opposite = -1.106, -0.760 meV
symmetric-state intervalley shift = -5.18 meV
same with static kappa only = -0.92 meV
total energy, envelope radius a and 0.8a = -32.78, -36.50 meV
anisotropic-mass binding = 31.19 meV; contact density ratio 1.661
hydrogenic binding if kappa = 11.7 (rough, 300 K) = 25.68 meV
Debye length at 300 K, 1e+15 cm^-3 = 127.6 nm; level shift 0.99 meV
induced/mean valence density at 0.05, 0.10, 0.20 nm = 0.750, 0.205, 0.024
1-1/eps at q = 3/Bohr: fit, electron gas = 0.0407, 0.0198
fraction of bare attraction removed by finite cores at 0.02, 0.05, 0.10 nm = 0.3495, 0.0433, 0.0002
```
